**Four cones and the Lifshitz energy of bilayer graphene**

The program tests that trigonal warping gives one central and three leg Dirac cones per valley, whose pockets merge at $E_L=\gamma_1r^2/(4+r^2)$. Here $\gamma_1$ is the vertical interlayer coupling and $r=v_3/v$ is the ratio of the skew to the in-plane velocity. It diagonalizes the four-band matrix and asserts the positions of the cones, their velocities, and the windings −1, +1, +1, +1 obtained from eigenvectors. It also asserts that a large loop has winding +2 with and without $v_3$, and that each cone has Berry phase π. The saddle energy is found by numerical maximization and compared with the formula, both in the continuum model and in a lattice model built from atomic positions. A grid count asserts four pockets just below $E_L$ and one just above. For $\gamma_1=0.40$ eV and $r=0.1$ the output gives $E_L=0.998$ meV and a carrier density of $1.88\times10^{10}$ cm⁻² at the transition.

## Program and output

```python
"""
Bilayer graphene with trigonal warping: result under test.
Four Dirac cones per valley (one centre, three legs), pseudospin windings
-1, +1, +1, +1 at valley K (sum +2), and pockets that merge at
    E_L = gamma1 r^2 / (4 + r^2),   r = v3 / v.
Symbols: gamma1 dimer coupling, v in-plane velocity, v3 skew velocity,
q = v p (momentum times v, in eV), pi = q_x + i q_y,
a lattice constant, m = gamma1 / (2 v^2).
Site order of all 4x4 matrices: A1, B1, A2, B2.
"""
import numpy as np
from scipy import constants as const
from scipy.ndimage import label
from scipy.optimize import minimize_scalar

gamma1 = 0.40            # eV
v = 1.0e8                # cm/s
v3 = 1.0e7               # cm/s
a = 2.5e-8               # cm
r = v3 / v
hbar = const.hbar / const.e          # eV s
hv = hbar * v                        # eV cm


def four_band(qx, qy, ratio=r):
    pi = np.asarray(qx) + 1j * np.asarray(qy)
    h = np.zeros(pi.shape + (4, 4), dtype=complex)
    h[..., 0, 1] = np.conj(pi)
    h[..., 2, 3] = np.conj(pi)
    h[..., 1, 2] = gamma1
    h[..., 0, 3] = ratio * pi
    return h + np.conj(np.swapaxes(h, -1, -2))


def low_energy(qx, qy, ratio=r):
    """Lower conduction band from diagonalization."""
    return np.linalg.eigvalsh(four_band(qx, qy, ratio))[..., 2]


def two_band(qx, qy, ratio=r):
    pi = np.asarray(qx) + 1j * np.asarray(qy)
    return np.abs(ratio * pi - np.conj(pi)**2 / gamma1)


def loop_data(hamiltonians):
    """Pseudospin winding and Berry phase of the lower conduction band."""
    states = np.linalg.eigh(hamiltonians)[1][..., 2]
    theta = np.angle(np.conj(states[:, 0]) * states[:, 3])
    steps = np.angle(np.exp(1j * (np.roll(theta, -1) - theta)))
    links = np.sum(np.conj(states) * np.roll(states, -1, axis=0), axis=1)
    return steps.sum() / (2 * np.pi), abs(np.angle(np.prod(links)))


# --- positions of the cones
q_leg = gamma1 * r
angles = np.array([0, 2 * np.pi / 3, 4 * np.pi / 3])
centres = [(0.0, 0.0)] + [(q_leg * np.cos(t), q_leg * np.sin(t))
                          for t in angles]
for x0, y0 in centres:
    assert abs(low_energy(x0, y0)) < 1e-12

# --- windings and Berry phases from eigenvectors
t = np.linspace(0, 2 * np.pi, 720, endpoint=False)
small, large = 0.1 * q_leg, 3 * q_leg
windings, berry = [], []
for x0, y0 in centres:
    w, b = loop_data(four_band(x0 + small * np.cos(t), y0 + small * np.sin(t)))
    windings.append(w)
    berry.append(b)
w_large, b_large = loop_data(four_band(large * np.cos(t), large * np.sin(t)))
w_unwarped, _ = loop_data(four_band(large * np.cos(t), large * np.sin(t), 0.0))
assert np.allclose(windings, [-1, 1, 1, 1], atol=1e-8)
assert np.allclose(berry, np.pi, atol=1e-6) and b_large < 1e-6
assert abs(w_large - 2) < 1e-8 and abs(w_unwarped - 2) < 1e-8
assert abs(sum(windings) - w_large) < 1e-8

# --- cone velocities from finite differences
d = 1e-4 * q_leg


def slope(x0, y0, ux, uy):
    return (low_energy(x0 + d * ux, y0 + d * uy)
            + low_energy(x0 - d * ux, y0 - d * uy)) / (2 * d)


v_centre = v * slope(0, 0, 1, 0)
v_centre_y = v * slope(0, 0, 0, 1)
v_radial = v * slope(q_leg, 0, 1, 0)
v_tangent = v * slope(q_leg, 0, 0, 1)
assert np.allclose([v_centre, v_centre_y], v3, rtol=1e-5)
assert abs(v_radial / (v3 / (1 + r**2)) - 1) < 1e-5
assert abs(v_tangent / (3 * v3 / (1 + r**2)) - 1) < 1e-5

# --- saddle energy: numerical maximum along a leg axis against the formulas
E_four = gamma1 * r**2 / (4 + r**2)
E_two = gamma1 * r**2 / 4
q_saddle = 2 * gamma1 * r / (4 + r**2)
top = minimize_scalar(lambda s: -low_energy(s * q_leg, 0.0),
                      bounds=(0.1, 0.9), method="bounded",
                      options={"xatol": 1e-9})
E_found = -top.fun
assert abs(E_found / E_four - 1) < 1e-9
assert abs(top.x * q_leg / q_saddle - 1) < 1e-4
top2 = minimize_scalar(lambda s: -two_band(s * q_leg, 0.0),
                       bounds=(0.1, 0.9), method="bounded",
                       options={"xatol": 1e-9})
assert abs(-top2.fun / E_two - 1) < 1e-9


def curvatures(energy, x0):
    h = 1e-3 * q_leg
    mid = energy(x0, 0.0)
    along = (energy(x0 + h, 0.0) - 2 * mid + energy(x0 - h, 0.0)) / h**2
    across = (energy(x0, h) - 2 * mid + energy(x0, -h)) / h**2
    return along, across


# 1/m becomes 2/gamma1 when momentum is measured as q = v p
along2, across2 = curvatures(two_band, q_leg / 2)
assert abs(along2 * gamma1 / 2 + 1) < 1e-3
assert abs(across2 * gamma1 / 2 - 9) < 9e-3
along4, across4 = curvatures(low_energy, q_saddle)
assert along4 < 0 < across4

# --- error of the two-band reduction falls as the square of the momentum
def reduction_error(ratio):
    radius = 1.5 * gamma1 * ratio
    x, y = radius * np.cos(t + 0.01), radius * np.sin(t + 0.01)
    return np.max(np.abs(two_band(x, y, ratio) / low_energy(x, y, ratio) - 1))


err_full, err_half = reduction_error(r), reduction_error(r / 2)
assert err_full < 0.03 and abs(err_full / err_half - 4) < 0.2

# --- number of pockets below and above the transition
axis = np.linspace(-1.5 * q_leg, 1.5 * q_leg, 301)
gx, gy = np.meshgrid(axis, axis)
grid_E = low_energy(gx, gy)
pockets_below = label(grid_E < 0.97 * E_four)[1]
pockets_above = label(grid_E < 1.03 * E_four)[1]
assert pockets_below == 4 and pockets_above == 1

# --- occupied area at the transition: angular integral against grid count
q = np.linspace(1e-5 * q_leg, 1.5 * q_leg, 200001)
S = gamma1**2 + (2 + r**2) * q**2
edge = ((gamma1 * r * q)**2 + q**4 - E_four**2 * S + E_four**4) \
    / (2 * r * gamma1 * q**3)
integrand = 2 * q * np.arccos(np.clip(edge, -1, 1))
area = np.sum((integrand[1:] + integrand[:-1]) / 2) * (q[1] - q[0])
area_grid = np.sum(grid_E < E_four) * (axis[1] - axis[0])**2
assert abs(area / area_grid - 1) < 0.01
density = 4 * area / (2 * np.pi * hv)**2

# --- lattice model built from atomic positions
gamma0 = 2 * hv / (np.sqrt(3) * a)
gamma3 = r * gamma0
bond = a / np.sqrt(3)
sites = np.array([[0, 0], [0, bond], [0, bond], [0, 2 * bond]])
a1 = np.array([a / 2, np.sqrt(3) * a / 2])
a2 = np.array([-a / 2, np.sqrt(3) * a / 2])
hops = []
for i, j, amplitude, distance in [(0, 1, -gamma0, bond), (2, 3, -gamma0, bond),
                                  (1, 2, gamma1, 0.0), (0, 3, -gamma3, bond)]:
    found = 0
    for n1 in range(-3, 4):
        for n2 in range(-3, 4):
            sep = sites[j] - sites[i] + n1 * a1 + n2 * a2
            if abs(np.hypot(*sep) - distance) < 1e-6 * a:
                hops.append((i, j, amplitude, sep))
                found += 1
    assert found == (1 if distance == 0 else 3)


def lattice(kx, ky):
    kx, ky = np.asarray(kx, dtype=float), np.asarray(ky, dtype=float)
    h = np.zeros(kx.shape + (4, 4), dtype=complex)
    for i, j, amplitude, sep in hops:
        h[..., i, j] += amplitude * np.exp(1j * (kx * sep[0] + ky * sep[1]))
    return h + np.conj(np.swapaxes(h, -1, -2))


K = 4 * np.pi / (3 * a)
k_leg = q_leg / hv


def lattice_energy(s):
    return np.linalg.eigvalsh(lattice(K + s * k_leg, 0.0))[2]


lat_top = minimize_scalar(lambda s: -lattice_energy(s), bounds=(0.1, 0.9),
                          method="bounded", options={"xatol": 1e-9})
E_lattice = -lat_top.fun
assert abs(E_lattice / E_four - 1) < 1e-8
lat_leg = minimize_scalar(lattice_energy, bounds=(0.9, 1.1),
                          method="bounded", options={"xatol": 1e-9})
assert lat_leg.fun < 1e-8 and abs(lat_leg.x - 1) < 0.01
ring_x, ring_y = 3 * k_leg * np.cos(t), 3 * k_leg * np.sin(t)
w_K, _ = loop_data(lattice(K + ring_x, ring_y))
w_Kprime, _ = loop_data(lattice(-K + ring_x, ring_y))
assert abs(w_K - 2) < 1e-8 and abs(w_Kprime + 2) < 1e-8

# --- worked example
mass = gamma1 * const.e / (2 * (v * 1e-2)**2) / const.m_e
print(f"gamma1 = {gamma1:.2f} eV")
print(f"v = {v:.2e} cm/s")
print(f"v3 = {v3:.2e} cm/s")
print(f"r = v3/v = {r:.3f}")
print(f"lattice constant a = {a:.2e} cm")
print(f"gamma0 implied by v and a = {gamma0:.3f} eV")
print(f"gamma3 implied by v3 and a = {gamma3:.4f} eV")
print(f"mass m = {mass:.4f} electron masses")
print(f"v p at leg cones = {1e3 * q_leg:.3f} meV")
print(f"leg wave number = {k_leg:.4e} 1/cm")
print(f"leg wave number / K = {k_leg / K:.5f}")
print(f"saddle wave number, four-band = {q_saddle / hv:.4e} 1/cm")
print(f"lattice leg distance / continuum = {lat_leg.x:.5f}")
print(f"centre velocity = {v_centre:.4e} cm/s")
print(f"leg radial velocity = {v_radial:.4e} cm/s")
print(f"leg tangential velocity = {v_tangent:.4e} cm/s")
print("windings centre, legs = " + ", ".join(f"{w:+.3f}" for w in windings))
print(f"sum of windings = {sum(windings):+.3f}")
print(f"large-loop winding with v3 = {w_large:+.3f}")
print(f"large-loop winding at v3 = 0: {w_unwarped:+.3f}")
print(f"lattice winding at K = {w_K:+.3f}, at K' = {w_Kprime:+.3f}")
print("Berry phases / pi = " + ", ".join(f"{b / np.pi:.3f}" for b in berry))
print(f"large-loop Berry phase / pi = {b_large / np.pi:.3f}")
print(f"Lifshitz energy, two-band = {1e3 * E_two:.5f} meV")
print(f"Lifshitz energy, four-band formula = {1e3 * E_four:.5f} meV")
print(f"Lifshitz energy, diagonalization = {1e3 * E_found:.5f} meV")
print(f"Lifshitz energy, lattice = {1e3 * E_lattice:.5f} meV")
print(f"Lifshitz energy / k_B = {E_four * const.e / const.k:.2f} K")
print(f"saddle curvature along axis * m = {along2 * gamma1 / 2:.4f}")
print(f"saddle curvature across axis * m = {across2 * gamma1 / 2:.4f}")
print(f"largest two-band error at 1.5 leg radii = {100 * err_full:.2f} %")
print(f"same error with v3 halved = {100 * err_half:.2f} %")
print(f"pockets at 0.97 E_L = {pockets_below}")
print(f"pockets at 1.03 E_L = {pockets_above}")
print(f"area at E_L / (leg radius)^2 = {area / q_leg**2:.4f}")
print(f"carrier density at E_L = {density:.3e} 1/cm^2")
for ratio in (0.05, 0.15):
    best = minimize_scalar(
        lambda s: -low_energy(s * gamma1 * ratio, 0.0, ratio),
        bounds=(0.1, 0.9), method="bounded")
    assert abs(-best.fun / (gamma1 * ratio**2 / (4 + ratio**2)) - 1) < 1e-6
    print(f"Lifshitz energy at r = {ratio:.2f}: {-1e3 * best.fun:.4f} meV")
print("all tests passed")
```

Output:

```
gamma1 = 0.40 eV
v = 1.00e+08 cm/s
v3 = 1.00e+07 cm/s
r = v3/v = 0.100
lattice constant a = 2.50e-08 cm
gamma0 implied by v and a = 3.040 eV
gamma3 implied by v3 and a = 0.3040 eV
mass m = 0.0352 electron masses
v p at leg cones = 40.000 meV
leg wave number = 6.0771e+05 1/cm
leg wave number / K = 0.00363
saddle wave number, four-band = 3.0310e+05 1/cm
lattice leg distance / continuum = 1.00221
centre velocity = 1.0000e+07 cm/s
leg radial velocity = 9.9010e+06 cm/s
leg tangential velocity = 2.9703e+07 cm/s
windings centre, legs = -1.000, +1.000, +1.000, +1.000
sum of windings = +2.000
large-loop winding with v3 = +2.000
large-loop winding at v3 = 0: +2.000
lattice winding at K = +2.000, at K' = -2.000
Berry phases / pi = 1.000, 1.000, 1.000, 1.000
large-loop Berry phase / pi = 0.000
Lifshitz energy, two-band = 1.00000 meV
Lifshitz energy, four-band formula = 0.99751 meV
Lifshitz energy, diagonalization = 0.99751 meV
Lifshitz energy, lattice = 0.99751 meV
Lifshitz energy / k_B = 11.58 K
saddle curvature along axis * m = -1.0000
saddle curvature across axis * m = 8.9998
largest two-band error at 1.5 leg radii = 2.23 %
same error with v3 halved = 0.56 %
pockets at 0.97 E_L = 4
pockets at 1.03 E_L = 1
area at E_L / (leg radius)^2 = 0.5020
carrier density at E_L = 1.878e+10 1/cm^2
Lifshitz energy at r = 0.05: 0.2498 meV
Lifshitz energy at r = 0.15: 2.2374 meV
all tests passed
```
